**Energy-shift matrix with exact number and energy-loss laws**

An electron from bin centre $E_i$ that loses energy $U$ is shared linearly between the two centres adjacent to $E_i-U$; the matrix $S$ holds these shares, and $C=(S-I)\,\mathrm{diag}(r)$ is the collision operator for event frequencies $r_i$. The program asserts unit column sums and the prescribed loss in rational arithmetic for 745 columns on random nonuniform grids. A linear program independently recovers the shares as those of least variance on sampled columns, and finds no non-negative solution for a tested target below the lowest centre. Further assertions cover the enlarged variance for losses smaller than the bin spacing, and the equality of the energy drop with $U$ times a separately integrated event count. A bin-free calculation, which follows each initial energy down its ladder of collisions, bounds the discretization error on four grids. In the 60-bin example the energy drop after 50 ns is 0.3061 eV, against 0.3046 eV in the continuum. The output also sizes omitted effects, of which ionization is the largest, at 68% of the excitation power for the chosen model cross sections.

## Numerical check

```python
"""
Result under test: an electron that loses a prescribed energy and lands between
two bin centres is shared linearly between them. The resulting shift matrix
conserves electron number and removes exactly the prescribed energy per event,
on any nonuniform grid, provided the target is not below the lowest centre.

centers : bin-centre energies (eV)       loss   : energy lost per event (eV)
shift   : shift[k, s] = share of an electron from source s placed in bin k
rates   : event frequency of each bin (1/s)
operator: (shift - identity) times diag(rates), acting on bin populations
Energies are in eV, lengths in cm, times in s unless a label says otherwise.
"""
from bisect import bisect_right
from fractions import Fraction
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import linprog
from scipy.special import gammainc


def shift_matrix(centers, loss, number_type=float):
    """Return the shift matrix and the mask of sources allowed to scatter."""
    count = len(centers)
    shift = np.zeros((count, count), dtype=number_type)
    allowed = np.zeros(count, dtype=bool)
    for source in range(count):
        target = centers[source] - loss
        if target < centers[0]:
            shift[source, source] = 1      # no event from this source
            continue
        low = min(bisect_right(centers, target) - 1, count - 2)
        gap = centers[low + 1] - centers[low]
        shift[low, source] = (centers[low + 1] - target) / gap
        shift[low + 1, source] = (target - centers[low]) / gap
        allowed[source] = True
    return shift, allowed


# ---- Model parameters (round values) ----
pressure_mtorr = 100.0
gas_temperature = 400.0
electron_temperature = 3.0
electron_density = 1.0e10
loss = 11.5
peak_cross_section = 0.5e-16
energy_max = 60.0
stretch = 3.0
duration = 50e-9
atom_mass = 40 * const.atomic_mass
gas_density = (pressure_mtorr * 1e-3 * const.torr
               / (const.k * gas_temperature) * 1e-6)


def speed(energy):
    return 100 * np.sqrt(2 * const.e * energy / const.m_e)


def cross_section(energy, threshold, peak):
    """Zero at threshold, maximum 'peak' at twice the threshold."""
    safe = np.maximum(energy, threshold)
    return 4 * peak * (1 - threshold / safe) * threshold / safe


def event_rate(energy):
    safe = np.maximum(energy, loss)
    return gas_density * speed(safe) * cross_section(
        safe, loss, peak_cross_section)


def maxwellian(energy):
    return (2 / np.sqrt(np.pi) * np.sqrt(energy)
            * electron_temperature**-1.5
            * np.exp(-energy / electron_temperature))


def make_grid(count):
    fraction = np.arange(count + 1) / count
    edges = energy_max * np.expm1(stretch * fraction) / np.expm1(stretch)
    centers = (edges[1:] + edges[:-1]) / 2
    population = np.diff(gammainc(1.5, edges / electron_temperature))
    return edges, centers, population


def make_operator(centers):
    shift, allowed = shift_matrix(centers, loss)
    rates = event_rate(centers) * allowed
    return shift, allowed, rates, (shift - np.eye(len(centers))) * rates


# ---- Column laws in exact rational arithmetic on random nonuniform grids ----
rng = np.random.default_rng(7)
exact_columns = 0
for trial in range(12):
    edges_exact = [Fraction(0)]
    for step in range(25):
        edges_exact.append(edges_exact[-1]
                           + Fraction(int(rng.integers(1, 40)), 17))
    centers_exact = [(a + b) / 2
                     for a, b in zip(edges_exact[:-1], edges_exact[1:])]
    for loss_exact in (Fraction(1, 7), Fraction(23, 9), Fraction(115, 10)):
        matrix, allowed_exact = shift_matrix(centers_exact, loss_exact, object)
        for source in np.flatnonzero(allowed_exact):
            column = matrix[:, source]
            assert min(column) >= 0
            assert sum(column) == 1
            energy_after = sum(e * w for e, w in zip(centers_exact, column))
            assert centers_exact[source] - energy_after == loss_exact
            exact_columns += 1
assert exact_columns > 100

# ---- Example grid and floating-point column laws ----
edges, centers, population = make_grid(60)
shift, allowed, rates, operator = make_operator(centers)
number_residual = np.max(np.abs(shift.sum(axis=0) - 1))
loss_residual = np.max(np.abs((centers - centers @ shift - loss)[allowed]))
assert number_residual < 1e-13 and loss_residual < 1e-11
assert np.min(operator - np.diag(np.diag(operator))) >= 0

# ---- Independent optimizer: least-variance conserving shares ----
constraints = np.vstack([np.ones_like(centers), centers])
for source in np.flatnonzero(allowed)[::4]:
    target = centers[source] - loss
    best = linprog((centers - target)**2, A_eq=constraints,
                   b_eq=[1.0, target], bounds=(0, None), method="highs")
    assert best.success
    assert np.allclose(best.x, shift[:, source], atol=1e-6)
    upper = np.searchsorted(centers, target)
    variance_formula = (target - centers[upper - 1]) * (centers[upper] - target)
    assert abs(best.fun - variance_formula) < 1e-5
below = linprog(np.zeros_like(centers), A_eq=constraints,
                b_eq=[1.0, centers[0] / 2], bounds=(0, None), method="highs")
assert not below.success

# ---- Loss smaller than bin spacing: mean is right, variance is enlarged ----
uniform = np.arange(60) + 0.5
small_loss, scaled_time = 0.25, 40.0
small_shift, small_allowed = shift_matrix(uniform, small_loss)
start = np.zeros(60)
start[50] = 1.0
spread_out = expm((small_shift - np.eye(60)) * small_allowed * scaled_time) @ start
small_mean = uniform @ spread_out
small_variance = (uniform - small_mean)**2 @ spread_out
true_variance = small_loss**2 * scaled_time
assert abs(small_mean - (uniform[50] - small_loss * scaled_time)) < 1e-8
assert abs(small_variance - 1.0 * small_loss * scaled_time) < 1e-8

# ---- Energy drop against separately accumulated event count ----
relaxed = expm(operator * duration) @ population
energy_drop = centers @ (population - relaxed)
nodes, weights = np.polynomial.legendre.leggauss(12)
events = sum(w * duration / 2
             * (rates @ (expm(operator * duration * (x + 1) / 2) @ population))
             for x, w in zip(nodes, weights))
number_change = relaxed.sum() - population.sum()
assert abs(number_change) < 1e-12
assert abs(energy_drop - loss * events) < 1e-10
assert relaxed.min() > -1e-14

# ---- Continuum reference: each initial energy descends its own ladder ----
breaks = np.append(np.arange(loss, energy_max, loss), energy_max)
nodes, weights = np.polynomial.legendre.leggauss(30)
reference_drop = 0.0
for left, right in zip(breaks[:-1], breaks[1:]):
    for x, w in zip(nodes, weights):
        energy = (left + right) / 2 + x * (right - left) / 2
        rung_rates = event_rate(energy - loss * np.arange(7))
        ladder = np.diag(-rung_rates) + np.diag(rung_rates[:-1], -1)
        occupation = expm(ladder * duration)[:, 0]
        reference_drop += (w * (right - left) / 2 * maxwellian(energy)
                           * loss * (np.arange(7) @ occupation))
grid_report = []
for count in (60, 120, 240, 480):
    e_grid, c_grid, p_grid = make_grid(count)
    op_grid = make_operator(c_grid)[3]
    drop = c_grid @ (p_grid - expm(op_grid * duration) @ p_grid)
    width = np.diff(e_grid)[np.searchsorted(e_grid, loss) - 1]
    error = drop / reference_drop - 1
    # Second-order bound with constant one; the threshold kink makes the
    # actual coefficient depend on where the threshold falls inside its bin.
    assert abs(error) < (width / electron_temperature)**2
    grid_report.append((count, width, drop, error))

# ---- Power density and nearest-centre assignment ----


def thermal_average(function, lower):
    value = 0.0
    for left, right in ((lower, lower + 20), (lower + 20, lower + 100)):
        value += quad(lambda e: function(e) * maxwellian(e), left, right,
                      epsabs=0, epsrel=1e-9, limit=200)[0]
    return value


mean_rate = thermal_average(event_rate, loss)
to_power = electron_density * loss * const.e * 1e3
power_bins = to_power * (rates @ population)
power_continuum = to_power * mean_rate
assert abs(power_bins / power_continuum - 1) < (
    grid_report[0][1] / electron_temperature)**2
near_threshold = quad(lambda e: event_rate(e) * maxwellian(e),
                      loss, loss + centers[0])[0] / mean_rate
silenced = np.sum((centers >= loss) & ~allowed)
targets = centers[allowed] - loss
nearest = centers[np.argmin(np.abs(centers[:, None] - targets), axis=0)]
nearest_loss = centers[allowed] - nearest
nearest_worst = np.max(np.abs(nearest_loss - loss))
event_weights = (rates * population)[allowed]
nearest_power_error = (event_weights @ nearest_loss
                       / (loss * event_weights.sum()) - 1)
assert nearest_worst > 0.01

# ---- One split electron ----
source = np.searchsorted(edges, 20.0) - 1
target = centers[source] - loss
low, high = np.flatnonzero(shift[:, source])
split_mean = centers @ shift[:, source]
split_rms = np.sqrt((centers - target)**2 @ shift[:, source])

# ---- Sizes of neglected effects ----
ion_threshold, ion_peak = 16.0, 1.0e-16
ion_rate = thermal_average(lambda e: gas_density * speed(e) * cross_section(
    e, ion_threshold, ion_peak), ion_threshold)
ion_ratio = ion_rate * ion_threshold / (mean_rate * loss)
elastic_section = 1.0e-15
mass_ratio = const.m_e / atom_mass
elastic_power = thermal_average(
    lambda e: 2 * mass_ratio * gas_density * speed(e) * elastic_section * e, 0.0)
elastic_ratio = elastic_power / (mean_rate * loss)
excited_fraction = 1.0e-4
# Microscopic reversibility with equal statistical weights.
reverse_rate = thermal_average(
    lambda e: gas_density * speed(e) * (e + loss) / e
    * cross_section(e + loss, loss, peak_cross_section), 1e-12)
assert abs(reverse_rate / mean_rate
           / np.exp(loss / electron_temperature) - 1) < 1e-5
super_ratio = excited_fraction * reverse_rate / mean_rate
density_si = electron_density * 1e6
debye = np.sqrt(const.epsilon_0 * electron_temperature / (density_si * const.e))
coulomb_log = np.log(12 * np.pi * density_si * debye**3)
probe = 20.0
coulomb_rate = (density_si * const.e**4 * coulomb_log
                / (4 * np.pi * const.epsilon_0**2 * const.m_e**2
                   * (speed(probe) / 100)**3))
gap_cm = 5.0
wall_barrier = electron_temperature * (
    0.5 + 0.5 * np.log(1 / (2 * np.pi * mass_ratio)))
wall_rate = speed(probe) / (2 * gap_cm) * max(0.0, 1 - wall_barrier / probe)
# Atom initially at rest, isotropic scattering in the centre-of-mass frame.
recoil_loss = (2 * mass_ratio / (1 + mass_ratio)**2 * probe
               + loss / (1 + mass_ratio) - loss)

# ---- Report ----
print(f"pressure {pressure_mtorr:.0f} mTorr; gas temperature {gas_temperature:.0f} K")
print(f"gas density {gas_density:.4e} cm^-3")
print(f"electron temperature {electron_temperature:.1f} eV; "
      f"density {electron_density:.1e} cm^-3")
print(f"prescribed loss {loss:.1f} eV; peak cross section {peak_cross_section:.1e} cm2")
print(f"grid: {len(centers)} bins to {energy_max:.0f} eV; stretch parameter {stretch:.1f}")
print(f"first and last bin widths {edges[1]:.4f}, {edges[-1]-edges[-2]:.4f} eV")
print(f"lowest centre {centers[0]:.4f} eV; silenced centres above threshold {silenced}")
print(f"continuum event share in cutoff window {100*near_threshold:.4f} %")
print(f"columns checked in rational arithmetic {exact_columns}")
print(f"largest floating number residual {number_residual:.1e}")
print(f"largest floating loss residual {loss_residual:.1e} eV")
print(f"split source centre {centers[source]:.5f} eV; target {target:.5f} eV")
print(f"receiving centres {centers[low]:.5f}, {centers[high]:.5f} eV")
print(f"shares {shift[low, source]:.6f}, {shift[high, source]:.6f}")
print(f"mean energy after split {split_mean:.5f} eV; spurious rms {split_rms:.5f} eV")
print(f"nearest-centre rule: worst loss error per event {nearest_worst:.4f} eV")
print(f"nearest-centre rule: total power error {100*nearest_power_error:.3f} %")
print(f"small-loss test: spacing 1 eV, loss {small_loss:.2f} eV, "
      f"mean events {scaled_time:.0f}")
print(f"small-loss variance: bins {small_variance:.4f}, "
      f"continuum {true_variance:.4f} eV^2")
print(f"mean energy: bins {centers @ population:.5f}, "
      f"Maxwellian {1.5*electron_temperature:.5f} eV")
print(f"mean excitation frequency, continuum {mean_rate:.4e} s^-1")
print(f"excitation power: bins {power_bins:.4f}, continuum {power_continuum:.4f} mW/cm3")
print(f"relaxation time {duration*1e9:.0f} ns; events per electron {events:.7f}")
print(f"energy drop {energy_drop:.7f} eV; loss times events {loss*events:.7f} eV")
print(f"number change in relaxation {number_change:.1e}")
print(f"continuum ladder energy drop {reference_drop:.7f} eV")
for count, width, drop, error in grid_report:
    print(f"{count} bins: width at threshold {width:.4f} eV, "
          f"drop {drop:.7f} eV, error {100*error:.4f} %")
print(f"ionization model: threshold {ion_threshold:.0f} eV, peak {ion_peak:.1e} cm2")
print(f"ionization / excitation power {100*ion_ratio:.2f} %")
print(f"elastic model: cross section {elastic_section:.1e} cm2, atom mass 40 u")
print(f"elastic / excitation power {100*elastic_ratio:.3f} %")
print(f"superelastic / excitation power {100*super_ratio:.3f} % "
      f"at excited fraction {excited_fraction:.0e}")
print(f"excitation frequency at {probe:.0f} eV {event_rate(probe):.4e} s^-1")
print(f"electron-electron frequency at {probe:.0f} eV {coulomb_rate:.3e} s^-1")
print(f"wall model: gap {gap_cm:.0f} cm, barrier {wall_barrier:.2f} eV")
print(f"ballistic wall-loss frequency at {probe:.0f} eV {wall_rate:.3e} s^-1")
print(f"extra recoil loss at {probe:.0f} eV {recoil_loss:.3e} eV")
print("verified")
```

Running it gives:

```
pressure 100 mTorr; gas temperature 400 K
gas density 2.4141e+15 cm^-3
electron temperature 3.0 eV; density 1.0e+10 cm^-3
prescribed loss 11.5 eV; peak cross section 5.0e-17 cm2
grid: 60 bins to 60 eV; stretch parameter 3.0
first and last bin widths 0.1612, 3.0796 eV
lowest centre 0.0806 eV; silenced centres above threshold 0
continuum event share in cutoff window 0.0511 %
columns checked in rational arithmetic 745
largest floating number residual 0.0e+00
largest floating loss residual 3.6e-15 eV
split source centre 19.51909 eV; target 8.01909 eV
receiving centres 7.56142, 8.11029 eV
shares 0.166156, 0.833844
mean energy after split 8.01909 eV; spurious rms 0.20430 eV
nearest-centre rule: worst loss error per event 0.8875 eV
nearest-centre rule: total power error -0.707 %
small-loss test: spacing 1 eV, loss 0.25 eV, mean events 40
small-loss variance: bins 10.0000, continuum 2.5000 eV^2
mean energy: bins 4.50322, Maxwellian 4.50000 eV
mean excitation frequency, continuum 8.3593e+05 s^-1
excitation power: bins 15.4723, continuum 15.4020 mW/cm3
relaxation time 50 ns; events per electron 0.0266148
energy drop 0.3060707 eV; loss times events 0.3060707 eV
number change in relaxation -2.2e-16
continuum ladder energy drop 0.3046050 eV
60 bins: width at threshold 0.7224 eV, drop 0.3060707 eV, error 0.4812 %
120 bins: width at threshold 0.3657 eV, drop 0.3041887 eV, error -0.1367 %
240 bins: width at threshold 0.1840 eV, drop 0.3047751 eV, error 0.0558 %
480 bins: width at threshold 0.0917 eV, drop 0.3046396 eV, error 0.0114 %
ionization model: threshold 16 eV, peak 1.0e-16 cm2
ionization / excitation power 67.52 %
elastic model: cross section 1.0e-15 cm2, atom mass 40 u
elastic / excitation power 0.479 %
superelastic / excitation power 0.462 % at excited fraction 1e-04
excitation frequency at 20 eV 3.1296e+07 s^-1
electron-electron frequency at 20 eV 5.874e+03 s^-1
wall model: gap 5 cm, barrier 15.54 eV
ballistic wall-loss frequency at 20 eV 5.917e+06 s^-1
extra recoil loss at 20 eV 3.909e-04 eV
verified
```
